# Constraining charge on approaching oxygen with a concave multiplier search

## Definitions and conventions

An O$_2$ molecule stands at height $z$ above a metal. Electrons are described in mean field by a one-particle density matrix $P$ over orthonormal spin orbitals, with eigenvalues between 0 and 1 and $\mathrm{Tr}\,P=N$. Let $w_A$ project on the orbitals of site $A$, so that $n_A=\mathrm{Tr}\,w_AP$ is the electron number there. The molecule is one site, with projector $w$ and electron number $N_O$. This counts electrons in its two $\pi^*$ orbitals, which hold four: $N_O=2$ is the neutral molecule and $N_O=3$ the anion.

The free energy is

$$A[P]=\mathrm{Tr}\,hP+\tfrac12 q^{T}Gq+kT\,\mathrm{Tr}\,[P\ln P+(1-P)\ln(1-P)],$$

where $q_A=n_A-n_A^0$ is the number of electrons in excess of neutrality and $G$ is a positive definite matrix of Coulomb energies. The matrix $h$ contains a frozen spin splitting that keeps neutral O$_2$ a triplet. The wanted number is $N_c$, and the constrained energy $A_c(N_c)$ is the minimum of $A$ over all $P$ with $N_O=N_c$. A Lagrange potential $V$ is added to the oxygen levels; positive $V$ repels electrons. Energies are in eV and lengths in nm.

The numerical case is a 48-site simple cubic cluster ($4\times4\times3$, spacing 0.286 nm) with one orbital and one electron per site, hopping 1 eV and Fermi level $-4.2$ eV. The upright molecule is above a fourfold hollow; $z$ runs from the top layer of nuclei to its centre. Each $\pi^*$ orbital couples to a metal site at distance $r$ through $(1\ \mathrm{eV})\,e^{-(r-0.25)/0.10}$ times the direction cosine $x/r$ or $y/r$. Site charges are Gaussians of width $\sigma=0.10$ nm, which repel themselves with $U=1.440/(\sigma\sqrt\pi)=8.12$ eV.

The oxygen levels follow from a rough affinity of 0.4 eV and a rough ionization energy of 12 eV. Adding an electron to the isolated molecule costs $\varepsilon_{\rm empty}+U/2=-0.4$, so $\varepsilon_{\rm empty}=-4.46$ eV. Removing one costs $-\varepsilon_{\rm filled}+U/2=12$, so $\varepsilon_{\rm filled}=-7.94$ eV.

## What goes wrong without a constraint

The simplest procedure is to minimize $A$ at each height and read off the charge. At $z=0.50$ nm this gives 0.064 extra electrons on O$_2$, although moving a whole electron from a distant extended metal would cost $4.2-0.4=3.8$ eV, and from this small cluster, which has its own charging energy, about 4.9 eV.

The cause can be seen with the coupling switched off and the Fermi level held fixed. A fraction $n$ shared by the two empty orbitals raises their level to $\varepsilon_{\rm empty}+Un$. Each has occupation $n/2$, so the Fermi function requires

$$\varepsilon_{\rm empty}+Un=-4.2+kT\ln(2/n-1).$$

With $kT=0.05$ eV this gives $n\approx0.054$; for $kT\to0$ it gives $0.262/8.12=0.032$. The smooth quadratic energy lets a fraction of an electron move, whereas the energy of an isolated molecule should be linear between integers. This is the delocalization error of the mean field. At 0.20 nm the unconstrained charge is 0.26 electrons, and the calculation cannot say how much of it is physical. Energies of a neutral and an anionic state need the charge as an input.

## The dual energy and what its concavity gives

Define

$$W(V)=\min_P\{A[P]+V(\mathrm{Tr}\,wP-N_c)\}.$$

For each fixed $P$ the bracket is linear in $V$. At $V=sV_1+(1-s)V_2$, with $0\le s\le1$, it equals $s$ times its value at $V_1$ plus $(1-s)$ times its value at $V_2$. Each value is at least the corresponding minimum, hence

$$W(V)\ge sW(V_1)+(1-s)W(V_2).$$

So $W$ is concave, whatever the form of $A$, provided that the minimum is global.

Its slope follows from using the minimizer at $V$ as a trial at $V+\delta$: $W(V+\delta)\le W(V)+\delta\,[N_O(V)-N_c]$. Exchanging the two points gives the opposite bound with $N_O(V+\delta)$. If $N_O(V)$ is continuous, the bounds meet as $\delta\to0$:

$$W'(V)=N_O(V)-N_c .$$

Concavity therefore means that $N_O(V)$ never rises with $V$. It does not yet mean that $N_O$ passes through $N_c$. That requires more of $A$.

In the present functional $q$ is linear in $P$ up to a constant and $G$ is positive definite, so the Coulomb term is convex. The entropy term is strictly convex for $kT>0$. The minimizer is then unique and varies continuously with $V$. For large positive $V$ it must empty the oxygen, since any remaining fraction would cost an energy growing with $V$, while an empty oxygen has finite $A$. For large negative $V$ it fills all four places. Every target with $0<N_c<4$ is thus met at some finite $V^*$; the end points are approached as $|V|\to\infty$.

At $V^*$ the minimizer $P^*$ satisfies the constraint. Any other $P'$ that satisfies it has

$$A[P']=A[P']+V^*(N_c-N_c)\ge W(V^*)=A[P^*],$$

so $W(V^*)=A_c(N_c)$. If instead $P'$ has $N_O=N'$, the same inequality reads $A_c(N')\ge A_c(N_c)-V^*(N'-N_c)$. The line of slope $-V^*$ supports the convex curve $A_c$. Only one $V^*$ belongs to each target: two would share the unique constrained minimizer $P^*$, whose occupations lie strictly between 0 and 1 for $kT>0$, and the stationarity condition $kT\ln[P^*/(1-P^*)]=\mu-h-\sum_Aw_A(Gq)_A-V^*w$ then fixes $V^*$. So $N_O(V)$ falls strictly and continuously, $V^*$ varies continuously with the target, and

$$\frac{dA_c}{dN_c}=-V^* .$$

For the anion at 0.30 nm, $V^*=-5.069$ eV, and the energy difference between targets 3.01 and 2.99 gives a slope of 5.069 eV. As a test of the minimum itself, $A$ was evaluated from its definition for 18 other density matrices with $N_O=3$; the lowest lay 0.25 eV above the solution.

## Why the multiplier search belongs inside

One could converge the whole mean field for each trial $V$ and then correct $V$. This is costly, and it fails for some functionals, as a two-site case shows.

Let one electron occupy an oxygen site with probability $n$ and a metal site with probability $1-n$. With hopping $t$ and an attraction $-\tfrac12Jn^2$, chosen to make the functional non-convex, take

$$E(n)=\tfrac12Jn-\tfrac12Jn^2-2t\sqrt{n(1-n)} .$$

With $x=\sqrt{n(1-n)}$ this is $E=\tfrac12Jx^2-2tx$. The target $n=\tfrac12$ has $x=\tfrac12$ and energy $J/8-t$. For $J>4t$ the minimum lies instead at $x=2t/J<\tfrac12$, with energy $-2t^2/J$. Since $E$ is unchanged by $n\to1-n$, the dual for this target is even in $V$; being concave, it has its maximum at $V=0$, with value $-2t^2/J$. The dual misses the constrained energy by

$$\frac J8-t+\frac{2t^2}{J}=\frac{(J-4t)^2}{8J}.$$

For $J=4$ eV and $t=0.2$ eV the constrained energy is 0.30 eV, the dual maximum $-0.02$ eV and the gap 0.32 eV. Changing $V$ from $+0.01$ to $-0.01$ eV makes $n$ jump from 0.01 to 0.99. The dual is concave, but no fully relaxed ground state has the wanted charge.

Now freeze the mean field at $n=\tfrac12$. The oxygen level is $dE/dn$ without the hopping term, $J/2-Jn=0$, equal to the metal level. The two-site Hamiltonian at $V=0$ then has $n=\tfrac12$, and its state has the constrained energy 0.30 eV. The search that failed with a relaxing field succeeds with a frozen one.

The reason is general. Let $F=h+\sum_Aw_Au_A$ be the frozen mean-field Hamiltonian, with $u=Gq$ in the present model. The inner dual

$$D(V)=\min_P\{\mathrm{Tr}(F+Vw)P+kT\,\mathrm{Tr}[P\ln P+(1-P)\ln(1-P)]\}-VN_c$$

contains a linear energy and a convex entropy term, whatever functional produced $F$. The argument of the previous section applies to it in full. In terms of the eigenvalues $\varepsilon_i$ of $F+Vw$ and the chemical potential $\mu$,

$$D=-kT\sum_i\ln\left(1+e^{(\mu-\varepsilon_i)/kT}\right)+\mu N-VN_c .$$

## The curvature of the inner dual

Newton's method needs $D''=dN_O/dV$ at fixed $F$ and $N$. Let $f_i$ be the Fermi occupations. A small change $\delta V\,w$ mixes state $j$ into state $i$ with amplitude $\delta V\,w_{ji}/(\varepsilon_i-\varepsilon_j)$. Collecting the changes of both states in $P=\sum_if_i|i\rangle\langle i|$ gives, for $i\ne j$,

$$\delta P_{ij}=K_{ij}w_{ij}\,\delta V,\qquad K_{ij}=\frac{f_i-f_j}{\varepsilon_i-\varepsilon_j}.$$

On the diagonal the occupation changes because the level and $\mu$ both move: $\delta P_{ii}=f_i'(w_{ii}\delta V-\delta\mu)$, where $f_i'=df/d\varepsilon$ is also the limit $K_{ii}$. Conservation of electrons, $\sum_i\delta P_{ii}=0$, fixes $\delta\mu=\delta V\sum_if_i'w_{ii}/\sum_if_i'$. Inserting this in $\delta N_O=\sum_{ij}w_{ji}\delta P_{ij}$ yields

$$D''=\sum_{ij}K_{ij}|w_{ij}|^2-\frac{(\sum_if_i'w_{ii})^2}{\sum_if_i'} .$$

Since $f$ falls with energy, every $K_{ij}$ is negative and the off-diagonal terms lower $D''$. With $g_i=-f_i'>0$ the remaining terms are

$$-\left[\sum_ig_iw_{ii}^2-\frac{(\sum_ig_iw_{ii})^2}{\sum_ig_i}\right]\le0$$

by the Cauchy–Schwarz inequality. With the field frozen at the neutral solution at 0.30 nm and $V=0.281$ eV, the formula gives $-4.157$ per eV, as does a finite difference of $N_O$.

As $kT\to0$ the curve $D(V)$ can acquire kinks. If symmetry forbids coupling between an oxygen level and the metal, that level crosses the Fermi level abruptly and $N_O$ jumps. A target inside the jump then needs a fractional occupation at the kink. A finite $kT$ rounds the kink and keeps the derivative finite.

## A search that cannot run away

Concavity does not make plain Newton iteration safe. Suppose the oxygen levels have been pushed a distance $\Delta$ above the occupied metal states. To leading order in the coupling, $N_O\approx c/\Delta^2$, with $c$ proportional to the squared hopping, and the slope is $-2c/\Delta^3$. The residual $g=N_O-N_c$ is close to $-N_c$, so the Newton step is

$$\delta V=-\frac{g}{D''}\approx-\frac{N_c\Delta^3}{2c}.$$

The further away the start, the more the step overshoots. In the frozen field just described, with target $N_O=3$, the first step from $V=12$ eV leads to $V\approx-8500$ eV.

The sign of $g$ supplies what Newton's method lacks. Because $N_O$ falls with $V$, $g>0$ places the root at larger $V$ and $g<0$ at smaller $V$. This gives the following rules:

1. Until both signs have been seen, take the Newton step but limit its length to a stride that starts at 2 eV and doubles each time.
2. Once the root is bracketed, accept a Newton step if it falls inside the bracket and the last step at least halved $|g|$.
3. Otherwise bisect the bracket.

In the first phase the steps cannot shrink to zero while $g$ stays finite, because $|D''|$ is bounded for $kT>0$; the root is therefore reached or passed. In the second phase, either bisection occurs again and again and the bracket closes, or from some point on $|g|$ halves at every step. Both lead to the root, up to rounding error.

From 12 eV the trial values are 12, 10, 6, $-2$, 2, 0, 1, 0.5, 0.25 and 0.2312 eV, followed by two refinements to $V=0.2313$ eV. The first three steps have the limiting lengths 2, 4 and 8 eV; the third passes the root, bisection follows, and Newton's method finishes. Starts at $\pm40$, $\pm12$ and 0 eV reach the same root in 16, 12 and 5 evaluations respectively.

## The outer loop

The mean field must still be made consistent with the density. For positive definite $G$ this can also be written as a concave problem. The expression $u\cdot q-\tfrac12u^TG^{-1}u$ is largest at $u=Gq$, where it equals $\tfrac12q^TGq$. Replacing the Coulomb energy by it and minimizing over $P$ at fixed $u$ and $V$ defines $\Phi(u,V)$. This is a minimum of functions linear in $(u,V)$, minus a convex quadratic, so it is jointly concave.

From here on $q$ denotes the input charges, $q=G^{-1}u$, and $n$ the electron numbers that the potential returns. Then

$$\frac{\partial\Phi}{\partial u}=n-n^0-q\equiv r,\qquad\frac{\partial\Phi}{\partial V}=N_O-N_c .$$

Both vanish when the field is self-consistent and the constraint holds. The inner search maximizes over $V$, and what remains is concave in $u$.

Let $X_{AB}=\partial n_A/\partial u_B$ at fixed $V$ and $N$, and let $e$ be the unit vector of the oxygen site. A change of field gives $\delta n=X(\delta u+e\,\delta V)$. The inner search keeps $e^T\delta n=0$, so $\delta V=-e^TX\delta u/(e^TXe)$ and

$$\delta n=X_c\,\delta u,\qquad X_c=X-\frac{Xe\,e^TX}{e^TXe}.$$

Newton's condition $r+(X_c-G^{-1})\delta u=0$, with $\delta u=G\,\delta q$, becomes

$$(1-X_cG)\,\delta q=r .$$

To first order the gain is $r^T\delta u=r^T(G^{-1}-X_c)^{-1}r$, which is positive because $-X_c$ has no negative eigenvalues. The step therefore points uphill, and it is halved until the dual energy rises sufficiently. The anion at 0.30 nm took five outer steps and six inner searches, so no step was halved. It used 36 evaluations of the one-particle states in all.

For a functional with a non-convex exchange-correlation part this outer guarantee is lost. Another self-consistency method must then be used and may find a local solution. The inner search keeps its guarantee.

Relaxation of the field also changes the scale of $V$. Without the constraint, $\delta n=X(e\,\delta V+G\,\delta n)$, hence $\delta n=(1-XG)^{-1}Xe\,\delta V$. For the anion at 0.30 nm, $dN_O/dV$ is $-4.46$ per eV at frozen field and $-0.181$ per eV after relaxation. If the frozen slope were used to correct $V$ between fully relaxed calculations, each correction near the solution would remove a fraction $0.181/4.46\approx0.04$ of the error.

The relaxed slope also gives the curvature of the constrained energy, $-dV^*/dN_c=1/0.181=5.5$ eV. It predicts how far the dual falls below its maximum: at $V=-4$ eV, $\tfrac12(0.181)(1.07)^2=0.10$ eV, as computed. At $V=1$ eV the quadratic estimate is 3.3 eV and the computed value 3.2 eV.

## Reading the approach curves

Free energies are relative to the separated neutral cluster and triplet molecule. At 0.30 nm the neutral state lies at $-0.05$ eV and the anion at 2.16 eV, a gap of 2.21 eV. The unconstrained state, with 0.12 extra electrons, lies at $-0.13$ eV, below both as it must. At $V=+2.24$ eV the small gain of the empty $\pi^*$ orbitals balances the small loss of the filled ones, which makes the molecule neutral; the anion needs $-5.07$ eV.

The gap falls from 3.07 eV at 0.50 nm to 1.21 eV at 0.20 nm. A classical estimate for an extended metal, with the image plane at the top nuclei, is $3.8-1.44/(4z)$. It gives 3.08 eV at 0.50 nm but 2.0 eV at 0.20 nm. The close agreement at the larger height is accidental and no proof of the image law: at 0.70 nm the estimate is 3.29 eV, while the cluster gives 3.45 eV, and at 2 nm 3.62 eV against 4.26 eV. The finite cluster carries a charging energy, so its gap tends to about 4.9 eV at large height, not to 3.8 eV, and the two curves merely cross near 0.5 nm. In this model the two curves do not cross at the heights computed.

The constraint fixes a total, so $N_O=2$ allows donation from the filled $\pi^*$ orbitals to be balanced by back-donation into the empty ones.

## Aluminium and the limits of the model

The spacing, the Fermi level and the molecular energies are roughly those of O$_2$ on aluminium. The simple cubic lattice and the single orbital per atom are not: aluminium is face-centred cubic with three valence electrons. Two assumptions about the molecule also matter. One is that the population on the molecule is well defined. In a real calculation the orbitals overlap, and different partitions of the density assign different charges. A shift of 0.1 electron moves the anion energy by about $0.1\times5.07=0.5$ eV.

The other concerns the bond length. The affinity of 0.4 eV belongs to an anion with a relaxed, longer bond. With a rough stiffness of 600 N/m and a stretch of 0.014 nm, an anion held at the neutral bond length lies $\tfrac12k\,\delta^2=0.37$ eV higher in the harmonic approximation, which would raise the gap at 0.30 nm to about 2.6 eV. A bond stiffens as it is compressed, so the true rise is larger. Widening the three-layer cluster to 108 sites lowers the computed gap by 0.04 eV, but adding a fourth layer to the 48-site cluster raises it by 0.34 eV, while five layers raise it by only 0.04 eV and a $6\times6\times4$ cluster by 0.09 eV. The scatter is irregular: the three-layer cluster has four degenerate levels per spin at the Fermi level, while the $4\times4\times4$ cluster has none and its highest filled level lies 0.38 eV below it. The gap is therefore not converged with cluster size, to within a few tenths of an eV. Reducing $kT$ to its 300 K value lowers it by 0.03 eV. Overlap repulsion of the frontier orbitals is roughly the sum of $Sh$ over the oxygen–metal couplings $h$. With the overlaps guessed as $S=h/(1.75\,\bar\varepsilon)$, where $\bar\varepsilon$ is the mean depth of the Fermi level and the filled oxygen level, this gives 0.014 eV, a guess that could be low by a factor of a few.

Repulsion between the inner shells, spin flips and nuclear motion are absent. The fall of the neutral curve to $-0.42$ eV at 0.20 nm is therefore not a binding energy, and the curves do not give a sticking barrier. The remaining values are in the numerical output below.

## Numbers as computed

```
Coulomb constant 1.43996 eV nm; site repulsion 8.124 eV
spacing 0.286 nm; metal hopping 1.0 eV; Fermi level -4.2 eV
charge width 0.1 nm; electronic kT 0.05 eV
O2 affinity 0.4 eV, ionization 12.0 eV (rough inputs)
pi* levels: filled -7.938 eV, empty -4.462 eV
O2 hopping 1.0 eV at 0.25 nm, decay length 0.1 nm
height nm | free: extra e, A eV | neutral: V, A eV | anion: V, A eV
0.20 | 0.2553, -0.6652 | 2.0791, -0.4247 | -3.7513, 0.7832
0.25 | 0.1737, -0.2933 | 2.1549, -0.1484 | -4.4564, 1.6155
0.30 | 0.1196, -0.1329 | 2.2354, -0.0514 | -5.0686, 2.1602
0.40 | 0.0735, -0.0344 | 2.3957, -0.0061 | -5.9600, 2.7569
0.50 | 0.0640, -0.0189 | 2.5660, -0.0007 | -6.5514, 3.0727
anion minus neutral at 0.20 nm: 1.2079 eV
anion minus neutral at 0.25 nm: 1.7639 eV
anion minus neutral at 0.30 nm: 2.2116 eV
anion minus neutral at 0.40 nm: 2.7630 eV
anion minus neutral at 0.50 nm: 3.0735 eV
anion at 0.30 nm: outer steps 5, inner searches 6, diagonalizations 36
frozen-field root V = 0.231339 eV; evaluations from starts -40,-12,0,12,40 eV: [16, 12, 5, 12, 16]
safeguarded V (eV): 12.0000 10.0000 6.0000 -2.0000 2.0000 0.0000 1.0000 0.5000 0.2500 0.2312 0.2313 0.2313
plain Newton from 12 eV: V = -8.521e+03 eV after 1 step(s)
frozen dN_O/dV at V = 0.2813 eV: formula -4.15705, difference -4.15705 per eV
dual below constrained energy at V = -9, -4, 1 eV: 1.3874, 0.1032, 3.2266 eV
smallest rise among 18 feasible trials: 0.25002 eV
dA_c/dN_c = 5.06858 eV; multiplier V = -5.06858 eV
anion dN_O/dV: frozen -4.4609, self-consistent -0.1809 per eV
non-convex case J = 4.0 eV, t = 0.2 eV: constrained 0.30000 eV, dual maximum -0.02000 eV
  gap 0.32000 eV, formula 0.32000 eV; n at V = +0.01, -0.01 eV: 0.0100, 0.9900
neglected effects at 0.30 nm:
  cluster 48 -> 108 sites changes the gap by -0.0448 eV
  kT 0.05 -> 0.02585 eV (300 K) changes the gap by -0.0259 eV
  population shifted by 0.1 e: anion energy moves about 0.5069 eV
  O-O stretch, 600 N/m and 0.014 nm (rough): 0.367 eV
  frontier-orbital overlap repulsion, estimate: 0.0142 eV
```
